# Thermal excitation of positronium in spherical pores and ground-state lifetime models: test program

```python
"""
Result under test: positronium (Ps, mass 2 m_e) in a hard spherical well of
radius R0 has its first centre-of-mass excitation equal to kT when
    R0 = sqrt( hbar^2 (x11^2 - pi^2) / (4 m_e kT) ),   tan(x11) = x11,
about 2.8 nm at 300 K.  The program also finds where lifetime models that
use only the ground state fail.
Symbols: C = hbar^2/(2*2m_e) in eV nm^2; level energy = C x^2/R0^2, where x is
a zero of the spherical Bessel function j_l; layer = thickness of the wall
layer in which Ps meets electrons; pore radius R = R0 - layer;
rates in 1/ns, lifetimes in ns, lengths in nm, energies in eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_kn, jn_zeros

C = const.hbar**2 / (4 * const.m_e) / const.e * 1e18
K_B = const.k / const.e
T = 300.0
kT = K_B * T
layer = 0.17          # rough empirical wall layer, nm
wall_height = 1.0     # rough finite wall for Ps, eV

# Free annihilation rates at lowest order in alpha
alpha = const.fine_structure
omega_e = const.m_e * const.c**2 / const.hbar * 1e-9
rate_S = alpha**5 * omega_e / 2
rate_T = 2 * (np.pi**2 - 9) / (9 * np.pi) * alpha**6 * omega_e
rate_A = (rate_S + 3 * rate_T) / 4

# --- Test: kinetic energy separates with total mass 2 and reduced mass 1/2
a, b, X, r, K = sp.symbols("a b X r K", real=True)
f, g = sp.sin(K * X), sp.exp(-r**2 / 2)
to_particles = {X: (a + b) / 2, r: a - b}
psi = (f * g).subs(to_particles)
two_body = -(sp.diff(psi, a, 2) + sp.diff(psi, b, 2)) / 2
separated = (-sp.diff(f, X, 2) * g / 4 - f * sp.diff(g, r, 2)).subs(to_particles)
assert sp.simplify(two_body - separated) == 0


def bessel_levels(x_max):
    """All zeros of j_l below x_max, as arrays of l and x."""
    ls, xs = [], []
    for l in range(int(x_max)):
        grid = np.arange(l + 0.5, x_max, 0.05)
        val = spherical_jn(l, grid)
        for i in np.where(val[:-1] * val[1:] < 0)[0]:
            ls.append(l)
            xs.append(brentq(lambda x: spherical_jn(l, x), grid[i], grid[i + 1],
                             xtol=1e-13))
    order = np.argsort(xs)
    return np.array(ls)[order], np.array(xs)[order]


L, XZ = bessel_levels(30.0)
x11 = XZ[1]


def radial_energies(l, R0, count, n=1000):
    """Finite-difference energies of the radial equation, in eV."""
    h = R0 / n
    rr = h * np.arange(1, n)
    diag = C * (2 / h**2 + l * (l + 1) / rr**2)
    off = np.full(n - 2, -C / h**2)
    return eigh_tridiagonal(diag, off, eigvals_only=True, select="i",
                            select_range=(0, count - 1))


# --- Test: level order and crossover radius from diagonalization
R0_cross = np.sqrt(C * (x11**2 - np.pi**2) / kT)


def numerical_gap(R0):
    s_levels = radial_energies(0, R0, 2)
    others = [radial_energies(l, R0, 1)[0] for l in (1, 2, 3)]
    return min([s_levels[1]] + others) - s_levels[0]


R0_numeric = brentq(lambda R0: numerical_gap(R0) - kT, 1.5, 4.0, xtol=1e-8)
assert L[0] == 0 and L[1] == 1
assert abs(np.tan(x11) - x11) < 1e-8
assert abs(R0_numeric / R0_cross - 1) < 1e-4


def populations(R0, temp=T):
    weight = (2 * L + 1) * np.exp(-C * (XZ**2 - XZ[0]**2) / (R0**2 * K_B * temp))
    return weight / weight.sum()


# --- Test: ground population from a partition sum over numerical energies
e_ground = radial_energies(0, R0_cross, 1)[0]
Z_numeric = sum((2 * l + 1) * np.exp(-(radial_energies(l, R0_cross, 8)
                - e_ground) / kT).sum() for l in range(16))
pop = populations(R0_cross)
assert abs(pop[0] * Z_numeric - 1) < 1e-3
assert 1 / Z_numeric < 0.5


def layer_probability(l, x, delta):
    """Probability in the outer fraction delta of the radius."""
    def inner(q):
        j, jp = spherical_jn(l, q), spherical_jn(l + 1, q)
        jm = (2 * l + 1) / q * j - jp
        return q**3 / 2 * (j**2 - jm * jp)
    return 1 - inner(x * (1 - delta)) / inner(x)


def quad_probability(l, x, delta):
    dens = lambda s: (s * spherical_jn(l, x * s))**2
    top = quad(dens, 1 - delta, 1, epsabs=1e-15, epsrel=1e-10)[0]
    return top / quad(dens, 0, 1, epsabs=1e-13, epsrel=1e-10, limit=200)[0]


# --- Tests: layer probabilities against direct quadrature
delta_c = layer / R0_cross
for i in range(8):
    direct = quad_probability(int(L[i]), XZ[i], delta_c)
    assert abs(layer_probability(L[i], XZ[i], delta_c) / direct - 1) < 1e-6
    thin = quad_probability(int(L[i]), XZ[i], 0.01)
    assert abs(2 / 3 * XZ[i]**2 * 0.01**3 / thin - 1) < 5e-3


def ground_overlap(R):
    d = layer / (R + layer)
    return d - np.sin(2 * np.pi * d) / (2 * np.pi)


def thermal_overlap(R):
    R0 = R + layer
    return float(np.sum(populations(R0) * layer_probability(L, XZ, layer / R0)))


R_cross = R0_cross - layer
assert abs(ground_overlap(R_cross) / quad_probability(0, np.pi, delta_c) - 1) < 1e-6

# --- Test: thermal gain in wall overlap follows the mean kinetic energy
energy_ratio = float(np.sum(pop * XZ**2) / np.pi**2)
overlap_ratio = thermal_overlap(R_cross) / ground_overlap(R_cross)
assert abs(overlap_ratio / energy_ratio - 1) < 0.04


def tau_bare(R):
    return 1 / (rate_A * ground_overlap(R))


def tau_ground(R):
    return 1 / (rate_T + (rate_A - rate_T) * ground_overlap(R))


def tau_thermal(R):
    return 1 / (rate_T + (rate_A - rate_T) * thermal_overlap(R))


# Onset radii (pore radius) and misread pore sizes
R_pop90 = brentq(lambda R: populations(R + layer)[0] - 0.9, 0.4, 3)
R_pop50 = brentq(lambda R: populations(R + layer)[0] - 0.5, 0.4, 3)
R_over10 = brentq(lambda R: thermal_overlap(R) / ground_overlap(R) - 1.1, 0.4, 3)
R_tau10 = brentq(lambda R: tau_thermal(R) / tau_ground(R) - 0.9, 0.4, R_cross)
R_self10 = brentq(lambda R: tau_bare(R) / tau_ground(R) - 1.1, 0.2, 3)
R_vac = brentq(lambda R: tau_bare(R) * rate_T - 1, 0.2, 3)
tau_c = tau_thermal(R_cross)
R_read_ground = brentq(lambda R: tau_ground(R) - tau_c, 0.2, 4)
R_read_bare = brentq(lambda R: tau_bare(R) - tau_c, 0.2, 4)
assert R_tau10 < R_cross and R_over10 < R_cross


# Finite wall: match interior and exterior waves
def finite_energy(l, R):
    def mismatch(k):
        kap = np.sqrt(wall_height / C - k**2)
        return (k * spherical_jn(l, k * R, derivative=True) * spherical_kn(l, kap * R)
                - kap * spherical_kn(l, kap * R, derivative=True)
                * spherical_jn(l, k * R))
    low, high = ((np.pi / 2, np.pi), (np.pi, x11))[l]
    return C * brentq(mismatch, low / R, high / R, xtol=1e-13)**2


R_finite = brentq(lambda R: finite_energy(1, R) - finite_energy(0, R) - kT, 1.8, 3.5)
depth = np.sqrt(C / wall_height)
assert abs((R_finite + depth) / R0_cross - 1) < 0.01

# Cube and long channel, hard walls
edge = np.sqrt(3 * np.pi**2 * C / kT)
box = radial_energies(0, edge, 2)   # the l=0 equation is a one-dimensional box
assert abs((box[1] - box[0]) / kT - 1) < 1e-4
R_cube = edge * (3 / (4 * np.pi))**(1 / 3)
R_channel = np.sqrt(C * (jn_zeros(1, 1)[0]**2 - jn_zeros(0, 1)[0]**2) / kT)

hartree = const.physical_constants["Hartree energy in eV"][0]
a0 = const.physical_constants["Bohr radius"][0] * 1e9

print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"hbar^2/(4 m_e): {C:.5f} eV nm^2")
print(f"Roots: x10 = {XZ[0]:.4f}, x11 = {x11:.4f}, x12 = {XZ[2]:.4f}, "
      f"x20 = {XZ[3]:.4f}")
print(f"x11^2 - pi^2: {x11**2 - np.pi**2:.4f}")
print(f"Crossover well radius, formula: {R0_cross:.3f} nm")
print(f"Crossover well radius, diagonalization: {R0_numeric:.3f} nm")
print(f"Wall layer (rough input): {layer:.2f} nm")
print(f"Crossover pore radius: {R_cross:.3f} nm")
print(f"Ground energy at crossover: {C * np.pi**2 / R0_cross**2:.5f} eV")
print(f"First excited energy at crossover: {C * x11**2 / R0_cross**2:.5f} eV")
print("At crossover, populations:")
print(f"  1s {pop[0]:.3f}, 1p {pop[1]:.3f}, 1d {pop[2]:.3f}, "
      f"all others {pop[3:].sum():.3f}")
print(f"  ratio 1p/1s: {pop[1] / pop[0]:.3f}")
print(f"  partition sum relative to ground level: {1 / pop[0]:.3f}")
print(f"  mean energy / ground energy: {energy_ratio:.3f}")
print(f"  thermal / ground wall overlap: {overlap_ratio:.3f}")
print(f"  ground wall overlap: {ground_overlap(R_cross):.5f}")
print(f"  thermal wall overlap: {thermal_overlap(R_cross):.5f}")
print(f"Singlet rate: {rate_S:.3f} 1/ns")
print(f"Triplet rate: {rate_T:.5f} 1/ns")
print(f"Layer rate (spin average): {rate_A:.3f} 1/ns")
print(f"Triplet vacuum lifetime: {1 / rate_T:.1f} ns")
print("Lifetimes in ns: bare Tao-Eldrup, ground+self, thermal")
for R in (0.5, 1.0, 1.5, 2.0, 2.5, R_cross, 3.0):
    print(f"  pore {R:.2f} nm: {tau_bare(R):.1f}, {tau_ground(R):.1f}, "
          f"{tau_thermal(R):.1f}; 1s population {populations(R + layer)[0]:.3f}")
print("Pore radii at which:")
print(f"  ground population is 90%: {R_pop90:.2f} nm")
print(f"  ground population is 50%: {R_pop50:.2f} nm")
print(f"  thermal overlap is 10% above ground: {R_over10:.2f} nm")
print(f"  thermal lifetime is 10% below ground+self: {R_tau10:.2f} nm")
print(f"  bare lifetime is 10% above ground+self: {R_self10:.2f} nm")
print(f"  bare lifetime equals the vacuum lifetime: {R_vac:.2f} nm")
print("Crossover pore read from its thermal lifetime:")
print(f"  by ground+self model: {R_read_ground:.2f} nm")
print(f"  by bare Tao-Eldrup model: {R_read_bare:.2f} nm")
print("Neglected effects:")
print(f"  wall height (rough input): {wall_height:.1f} eV")
print(f"  penetration depth: {depth:.3f} nm")
print(f"  crossover pore radius, finite wall: {R_finite:.3f} nm")
print(f"  cube edge at crossover: {edge:.2f} nm")
print(f"  sphere radius of equal volume: {R_cube:.2f} nm")
print(f"  channel radius, transverse gap = kT: {R_channel:.2f} nm")
for temp in (100.0, 400.0):
    R0_t = np.sqrt(C * (x11**2 - np.pi**2) / (K_B * temp))
    print(f"  crossover well radius at {temp:.0f} K: {R0_t:.2f} nm")
print(f"  internal 1s-2s energy: {3 * hartree / 16:.2f} eV")
print(f"  mean electron-positron distance: {3 * a0:.3f} nm")
print(f"  first radiative shift of triplet rate: "
      f"{-10.2866 * alpha / np.pi * 100:.1f} %")
print("OK")
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
hbar^2/(4 m_e): 0.01905 eV nm^2
Roots: x10 = 3.1416, x11 = 4.4934, x12 = 5.7635, x20 = 6.2832
x11^2 - pi^2: 10.3211
Crossover well radius, formula: 2.758 nm
Crossover well radius, diagonalization: 2.758 nm
Wall layer (rough input): 0.17 nm
Crossover pore radius: 2.588 nm
Ground energy at crossover: 0.02472 eV
First excited energy at crossover: 0.05057 eV
At crossover, populations:
  1s 0.343, 1p 0.379, 1d 0.179, all others 0.099
  ratio 1p/1s: 1.104
  partition sum relative to ground level: 2.914
  mean energy / ground energy: 2.241
  thermal / ground wall overlap: 2.215
  ground wall overlap: 0.00153
  thermal wall overlap: 0.00339
Singlet rate: 8.033 1/ns
Triplet rate: 0.00721 1/ns
Layer rate (spin average): 2.014 1/ns
Triplet vacuum lifetime: 138.7 ns
Lifetimes in ns: bare Tao-Eldrup, ground+self, thermal
  pore 0.50 nm: 5.2, 5.1, 5.1; 1s population 1.000
  pore 1.00 nm: 25.7, 21.7, 21.5; 1s population 0.989
  pore 1.50 nm: 73.0, 48.0, 42.8; 1s population 0.828
  pore 2.00 nm: 158.9, 74.2, 58.5; 1s population 0.570
  pore 2.50 nm: 294.8, 94.4, 69.7; 1s population 0.370
  pore 2.59 nm: 324.7, 97.3, 71.4; 1s population 0.343
  pore 3.00 nm: 492.2, 108.3, 78.1; 1s population 0.243
Pore radii at which:
  ground population is 90%: 1.34 nm
  ground population is 50%: 2.15 nm
  thermal overlap is 10% above ground: 1.34 nm
  thermal lifetime is 10% below ground+self: 1.47 nm
  bare lifetime is 10% above ground+self: 0.79 nm
  bare lifetime equals the vacuum lifetime: 1.90 nm
Crossover pore read from its thermal lifetime:
  by ground+self model: 1.94 nm
  by bare Tao-Eldrup model: 1.49 nm
Neglected effects:
  wall height (rough input): 1.0 eV
  penetration depth: 0.138 nm
  crossover pore radius, finite wall: 2.618 nm
  cube edge at crossover: 4.67 nm
  sphere radius of equal volume: 2.90 nm
  channel radius, transverse gap = kT: 2.56 nm
  crossover well radius at 100 K: 4.78 nm
  crossover well radius at 400 K: 2.39 nm
  internal 1s-2s energy: 5.10 eV
  mean electron-positron distance: 0.159 nm
  first radiative shift of triplet rate: -2.4 %
OK
```
